# Hyperfine and spin-orbit constants of a p^5 hole and a p^1 electron

## Definitions and conventions

Consider one open p shell outside closed shells. Its spin orbitals are $|\nu\rangle=|m,\sigma\rangle$, with $m=1,0,-1$ and $\sigma=\pm\tfrac12$, and all share one radial function. Lower-case $\mathbf l,\mathbf s$ act on one electron, while $\mathbf L=\sum_e\mathbf l$ and $\mathbf S=\sum_e\mathbf s$ are sums over the electrons of the shell. Angular momenta are in units of $\hbar$, $\mathbf n$ is the unit vector from the nucleus to the electron, and $\mathbf I$ is the nuclear spin. Two symmetric, traceless tensors are needed:

$$D_{ij}=3n_in_j-\delta_{ij},\qquad Q_{ij}(\mathbf X)=\tfrac32(X_iX_j+X_jX_i)-X(X+1)\delta_{ij}.$$

With $g_s=2$ and nuclear moment $g_N\mu_N\mathbf I$, the magnetic interaction is

$$H_M=P\sum_e\mathbf N\cdot\mathbf I,\qquad N_i=l_i+\sum_jD_{ij}s_j,\qquad P=\frac{\mu_0}{4\pi}\,2\mu_Bg_N\mu_N\langle r^{-3}\rangle .$$

The first part of $\mathbf N$ is orbital and the second, equal to $-\mathbf s+3(\mathbf s\cdot\mathbf n)\mathbf n$, is spin-dipolar. An electron of charge $-e$ produces the field gradient $V_{ij}=-(e/4\pi\varepsilon_0)\langle r^{-3}\rangle D_{ij}$. Inserting this in $eQ\sum_{ij}V_{ij}Q_{ij}(\mathbf I)/[6I(2I-1)]$ gives

$$H_Q=-\frac{b}{6I(2I-1)}\sum_e\sum_{ij}D_{ij}Q_{ij}(\mathbf I),\qquad b=\frac{e^2Q\langle r^{-3}\rangle}{4\pi\varepsilon_0}.$$

The spin-orbit interaction is $H_{SO}=\zeta\sum_e\mathbf l\cdot\mathbf s$, with $\zeta>0$.

Both $p^1$ and $p^5$ have six states, which form one term $^2P$ (shown for $p^5$ below). The constants to be compared are the coefficients in

$$H_{\rm eff}=\lambda\,\mathbf L\cdot\mathbf S+a_L\,\mathbf L\cdot\mathbf I+a_D\sum_{ij}I_iQ_{ij}(\mathbf L)S_j+a_Q\sum_{ij}Q_{ij}(\mathbf L)Q_{ij}(\mathbf I).$$

The claim is that $a_L$ and $a_D$ agree for $p^1$ and $p^5$, while $a_Q$ and $\lambda$ are opposite, provided that the nucleus (its $I$, $g_N$ and $Q$), $\langle r^{-3}\rangle$ and $\zeta$ are the same. Atoms of two different elements have different nuclei and radial functions, so their measured constants need not agree. Core polarization, configuration mixing, relativistic differences between radial functions and two-body spin-orbit terms are left out. In real atoms such effects give the quadrupole and spin-dipolar terms different effective values of $\langle r^{-3}\rangle$: in spin-unrestricted Hartree-Fock calculations for B, F, Al and Cl the signs are those of the model, but the two values differ by about 5 to 12%. Within this model the Coulomb repulsion is a rotational scalar acting on a single term, so it shifts all six states equally.

## First derivation: particle-hole conjugation

Let $\bar\nu=(-m,-\sigma)$. Time reversal $\Theta$ is antiunitary and acts as

$$\Theta|\nu\rangle=\eta_\nu|\bar\nu\rangle,\qquad \eta_\nu=(-1)^{1-m+1/2-\sigma}.$$

The orbital sign follows from $Y_{1m}^*=(-1)^mY_{1,-m}$, up to a common factor $-1$ without effect. The spin sign takes up to down and down to minus up, which reverses every component of $\mathbf s$.

Let $a_\nu^\dagger$ create an electron in $|\nu\rangle$, and let $|p^6\rangle$ be the filled shell. Define the hole states

$$|h_\nu\rangle=\eta_\nu a_{\bar\nu}|p^6\rangle .$$

The label is reversed because removing an electron with $(-m,-\sigma)$ from a shell of zero total momentum leaves $M_L=m$, $M_S=\sigma$.

A one-body operator is $F=\sum_{ij}f_{ij}a_i^\dagger a_j$. The anticommutator $a_qa_i^\dagger=\delta_{qi}-a_i^\dagger a_q$, together with $a_qa_j=-a_ja_q$, gives

$$a_qa_i^\dagger a_j=\delta_{qi}a_j+a_i^\dagger a_ja_q .$$

Solving for the last term, multiplying by $f_{ij}$ and summing,

$$Fa_q|p^6\rangle=a_qF|p^6\rangle-\sum_jf_{qj}a_j|p^6\rangle .$$

No electron can be added to the full shell, so $a_i^\dagger a_j|p^6\rangle=(\delta_{ij}-a_ja_i^\dagger)|p^6\rangle=\delta_{ij}|p^6\rangle$ and $F|p^6\rangle=\mathrm{Tr}f\,|p^6\rangle$. Now project on $a_p|p^6\rangle$, using $\langle p^6|a_p^\dagger a_j|p^6\rangle=\delta_{pj}$, and set $p=\bar\mu$, $q=\bar\nu$:

$$\langle h_\mu|F|h_\nu\rangle=\delta_{\mu\nu}\mathrm{Tr}f-\eta_\mu\eta_\nu f_{\bar\nu\bar\mu}.$$

The indices of $f$ have been interchanged as well as reversed. To interpret the last term, write $g=\Theta^{-1}f\Theta$, so that $f\Theta=\Theta g$. Antiunitarity means $\langle\Theta\alpha|\Theta\beta\rangle=\langle\beta|\alpha\rangle$, hence

$$\eta_\mu\eta_\nu f_{\bar\nu\bar\mu}=\langle\Theta\nu|f|\Theta\mu\rangle=\langle\Theta\nu|\Theta g\mu\rangle=\langle g\mu|\nu\rangle=\langle\mu|g^\dagger|\nu\rangle .$$

If $f$ is Hermitian and has a definite time parity, $g=\tau f$ with $\tau=\pm1$, then

$$\boxed{\langle h_\mu|F|h_\nu\rangle=\delta_{\mu\nu}\mathrm{Tr}f-\tau f_{\mu\nu}}$$

Apply this first to $\mathbf l$ and $\mathbf s$. Both are odd ($\tau=-1$) and traceless, so $\mathbf L$ and $\mathbf S$ have the same matrices in the hole basis as $\mathbf l$ and $\mathbf s$ have in the electron basis. This proves that $p^5$ is a $^2P$ term. It also fixes the phases, so that every operator built from $\mathbf L$ and $\mathbf S$ has the same matrix in both cases, and a comparison of coefficients is meaningful.

The interactions now follow from their electronic factors:

- $l_i$ is odd, so the orbital constant is kept.
- $D_{ij}$ depends on position alone and is even, while $s_j$ is odd. Their product is odd, so the spin-dipolar constant is kept.
- $D_{ij}$ by itself is even, so the quadrupole constant is reversed.
- $\mathbf l\cdot\mathbf s$ is a product of two odd factors and is even, so the spin-orbit constant is reversed.

All the traces vanish. The spin trace of $s_j$ is zero, which covers the second and fourth cases. For $D_{ij}$, the sum of $|Y_{1m}|^2$ over $m$ is uniform on the sphere, and the angular average of $3n_in_j-\delta_{ij}$ is zero.

The nuclear spin is a spectator here. The complete product $\mathbf l\cdot\mathbf I$ is even if electrons and nucleus are both reversed, but particle-hole conjugation acts on the electrons alone, and the parity that counts is that of $\mathbf l$. By the same rule, a contact term $\mathbf s\cdot\mathbf I$, if added to the model, would keep its sign.

## Second derivation: one stretched state and rotational symmetry

This derivation uses no time reversal. In $p^5$ the largest projections are $M_L=1$ and $M_S=\tfrac12$, reached together by removing the electron $(-1,-\tfrac12)$. The raising operators $L_+$ and $S_+$ must annihilate this state, since no state has a larger projection. It therefore has $L=1$, $S=\tfrac12$, and its $3\times2$ partners exhaust the six states of $p^5$.

Within such a term the Wigner-Eckart theorem can be applied to orbital and spin rotations separately. An operator of given orbital and spin rank is then fixed up to one number:

$$\sum_eD_{ij}=c_Q\,Q_{ij}(\mathbf L),\qquad \sum_eD_{ij}s_k=c_D\,Q_{ij}(\mathbf L)S_k,\qquad \sum_el_is_k=c_S\,L_iS_k .$$

One nonzero diagonal element determines each number. For $m=\pm1$, $|Y_{1m}|^2\propto1-\cos^2\theta$. With $x=\cos\theta$,

$$\langle x^2\rangle=\frac{\int_{-1}^1x^2(1-x^2)\,dx}{\int_{-1}^1(1-x^2)\,dx}=\frac{4/15}{4/3}=\frac15,\qquad \langle D_{zz}\rangle=\frac35-1=-\frac25 .$$

In the stretched state $Q_{zz}(\mathbf L)=3-2=1$, $L_z=1$ and $S_z=\tfrac12$.

For $p^1$ the occupied orbital is $(1,\tfrac12)$. The three elements with $i=j=k=z$ are $-\tfrac25$, $-\tfrac25\cdot\tfrac12=-\tfrac15$ and $1\cdot\tfrac12=\tfrac12$. Dividing by $1$, $\tfrac12$ and $\tfrac12$ gives $c_Q=-\tfrac25$, $c_D=-\tfrac25$ and $c_S=1$.

For $p^5$ each sum is the full-shell value, which is zero, minus the value of the missing electron $(-1,-\tfrac12)$:

$$\sum_eD_{zz}=-\left(-\tfrac25\right)=+\tfrac25,$$
$$\sum_eD_{zz}s_z=-\left(-\tfrac25\right)\left(-\tfrac12\right)=-\tfrac15,$$
$$\sum_el_zs_z=-(-1)\left(-\tfrac12\right)=-\tfrac12 .$$

Thus $c_Q=+\tfrac25$, $c_D=-\tfrac25$ and $c_S=-1$. The orbital operator $\sum_el_i$ is $L_i$ by definition; what had to be shown is that $p^5$ has $L=1$. Inserting the factors in the Hamiltonians, with the upper sign for $p^1$ and the lower for $p^5$,

$$a_L=P,\qquad a_D=-\tfrac25P,\qquad a_Q=\pm\frac{b}{15I(2I-1)},\qquad \lambda=\pm\zeta .$$

The signs have a simple picture. Take a hole in $p_z$ with total spin up: the spin-down $p_z$ electron is missing, and the spin-up one is unpaired. The spin density has the shape of $p_z$, as for one $p_z$ electron, and $\sum_eD_{zz}s_z=+0.4$ in both cases. The charge is that of a spherical shell with a $p_z$ density taken out, so $\sum_eD_{zz}$ is $-0.8$ instead of $+0.8$.

## What each derivation assumes

Both derivations are given here for a shell that is complete except for one electron, and both rely on one-body interactions and common radial integrals. They differ in the symmetry used.

Conjugation needs Hermiticity and a definite time parity, but no rotational symmetry of the interaction. It gives all 36 matrix elements at once, including those between $J=\tfrac32$ and $J=\tfrac12$, but not the factor $\tfrac25$. The stretched-state argument needs definite tensor ranks and a single term. It gives the factors themselves from one matrix element each, and leaves the other elements to the Wigner-Eckart theorem.

Equal constants do not imply equal expectation values in the ground state, as a crystal field shows. Let $H_{cf}=v\sum_eD_{zz}$ with $v<0$ and $|v|\gg\zeta$. This operator is even and traceless, so its matrix reverses. For $p^1$ the energies are $0.8v$ for $p_z$ and $-0.4v$ for $m=\pm1$, and $p_z$ is lowest. For $p^5$ they are $-0.8v$ and $+0.4v$, so the hole goes into $m=\pm1$. With spin up, $\sum_eD_{zz}s_z$ is then $+0.4$ in the ground state of $p^1$ but $-0.2$ in that of $p^5$. The constant $a_D$ is still common to both; the ground states in which it is observed are different.

## Constants of the J levels

For a free atom with $\zeta$ much larger than $P$ and $b$, each $J$ level has its own constants. From $\mathbf J=\mathbf L+\mathbf S$,

$$\mathbf L\cdot\mathbf S=\tfrac12\left[J(J+1)-2-\tfrac34\right],$$

which is $\tfrac12$ for $J=\tfrac32$ and $-1$ for $J=\tfrac12$. The spin-orbit interval is therefore $E_{3/2}-E_{1/2}=\tfrac32\lambda=\pm\tfrac32\zeta$, and $J=\tfrac32$ is the lower level of $p^5$.

Within a level a vector is proportional to $\mathbf J$, so $A_J=P\langle\mathbf N\cdot\mathbf J\rangle/[J(J+1)]$. The orbital part has $\mathbf L\cdot\mathbf J=2+\mathbf L\cdot\mathbf S$, equal to $\tfrac52$ and $1$. For the dipolar part of one electron, $\mathbf n\cdot\mathbf l=0$ and $(\mathbf s\cdot\mathbf n)^2=\tfrac14$ give

$$[-\mathbf s+3(\mathbf s\cdot\mathbf n)\mathbf n]\cdot(\mathbf l+\mathbf s)=-\mathbf l\cdot\mathbf s-\tfrac34+\tfrac34=-\mathbf l\cdot\mathbf s .$$

For $p^5$ the matrices of the dipolar vector, $\mathbf L$ and $\mathbf S$ are the same, so the result is $-\mathbf L\cdot\mathbf S$ with the total momenta. It is not $-\sum_e\mathbf l\cdot\mathbf s$, which has the other sign. Division by $J(J+1)=\tfrac{15}4$ or $\tfrac34$ gives, for both configurations,

$$A_{3/2}=\left(\tfrac23-\tfrac2{15}\right)P=\tfrac8{15}P,\qquad A_{1/2}=\left(\tfrac43+\tfrac43\right)P=\tfrac83P .$$

The quadrupole constant $B$ is defined so that the quadrupole energy is $B/4$ for $M_J=J$, $M_I=I$. In that state $Q_{zz}(\mathbf I)=I(2I-1)$ and $Q_{xx}=Q_{yy}=-\tfrac12Q_{zz}$. Since $D$ is traceless, $\sum_{ij}D_{ij}Q_{ij}=\tfrac32I(2I-1)D_{zz}$, and the energy is $-\tfrac14b\langle\sum_eD_{zz}\rangle$. The state $J=M_J=\tfrac32$ is the stretched state used above, so $B_{3/2}=\pm\tfrac25b$.

For the levels of total angular momentum $F$, put $K=F(F+1)-I(I+1)-J(J+1)$, so that $\mathbf I\cdot\mathbf J=K/2$. The quadrupole energy is proportional to $\sum_{ij}Q_{ij}(\mathbf J)Q_{ij}(\mathbf I)$. The commutator $I_jI_i=I_iI_j-i\sum_k\epsilon_{ijk}I_k$ and $\mathbf J\times\mathbf J=i\mathbf J$ reduce this sum to

$$3\left[3(\mathbf I\cdot\mathbf J)^2+\tfrac32\mathbf I\cdot\mathbf J-I(I+1)J(J+1)\right].$$

For $\mathbf I\cdot\mathbf J=IJ$ the bracket is $\tfrac12IJ(2I-1)(2J-1)$. Scaling it to $B/4$ there gives the levels of $J=\tfrac32$; for $J=\tfrac12$, where $Q_{ij}(\mathbf J)=0$, only the first term remains:

$$E_F=\tfrac12AK+B\,\frac{\tfrac34K(K+1)-I(I+1)J(J+1)}{2I(2I-1)J(2J-1)} .$$

## A numerical model

Take $I=\tfrac32$, $g_N=1$, $Q=0.1$ barn, $\langle r^{-3}\rangle=2a_0^{-3}$ and $\zeta/h=3\,000\,000$ MHz. These are round model parameters. They give $P/h=190.82$ MHz and $b/h=46.99$ MHz.

For both configurations $A_{3/2}/h=127.21-25.44=101.77$ MHz and $A_{1/2}/h=254.43+254.43=508.86$ MHz, orbital part first. The quadrupole constant is $B_{3/2}/h=\pm0.4\times46.99=\pm18.80$ MHz.

For $J=\tfrac32$, $F=0$ one has $K=-\tfrac{15}2$. The magnetic factor is $-3.75$ and the quadrupole factor is $(36.5625-14.0625)/18=1.25$, so

$$E_0/h=-3.75\times101.77\pm1.25\times18.80=-381.64\pm23.50\ \text{MHz}.$$

This is $-358.15$ MHz for $p^1$ and $-405.14$ MHz for $p^5$, to rounding. For every $F$, half the sum of the two first-order energies is the magnetic part, and half the difference, $p^1$ minus $p^5$, is the quadrupole part for $p^1$. The numerical output lists all four levels.

For $F=0$ and $F=3$, which occur only in $J=\tfrac32$, the magnetic energies are equal exactly within the model. For $F=1$ and $F=2$, which occur in both $J$ levels, the equality is a first-order statement. In second order the magnetic interaction couples $J=\tfrac32$ to $J=\tfrac12$ with an element $V_F$ and shifts the $J=\tfrac32$ level by $|V_F|^2/(E_{3/2}-E_{1/2})$. Conjugation makes $|V_F|$ equal for $p^1$ and $p^5$, but the denominator changes sign. With the quadrupole term off and $F=2$,

$$\frac{(95.41\ \text{MHz})^2}{\pm4\,500\,000\ \text{MHz}}=\pm0.00202\ \text{MHz}.$$

Diagonalization of the full electron-nuclear matrix agrees with this estimate within the tested relative tolerance of $0.2\%$. With the quadrupole term on, the coupling is the sum of a magnetic and a quadrupole element for $p^1$ and their difference for $p^5$. The two shifts then need not have equal size. If $\zeta$ is not large compared with $P$ and $b$, the separate constants $A_J$ and $B_J$ no longer describe the levels, and $H_{\rm eff}$ must be diagonalized as a whole. Its coefficients still obey the relations derived above.

## Table of computed values

```
Time parity tau and ratio p^5/p^1 (no unit)
  orbital: tau -1, ratio +1.000000
  spin-dipolar: tau -1, ratio +1.000000
  contact spin factor: tau -1, ratio +1.000000
  quadrupole: tau +1, ratio -1.000000
  spin-orbit: tau +1, ratio -1.000000
Nuclear spin I = 1.5, g_N = 1.0 (no unit)
Q = 0.1 barn; <r^-3> = 2.0 a0^-3
zeta/h = 3000000 MHz
P/h = 190.8213 MHz; b/h = 46.9930 MHz
p^1: equivalent factors (no unit)
  dipolar -0.4000, quadrupole -0.4000, spin-orbit +1.0000
  p_z state: sum D_zz +0.8000, sum D_zz s_z +0.4000
  J=0.5: A_orb 254.4284, A_dip 254.4284, A 508.8569 MHz
  J=1.5: A_orb 127.2142, A_dip -25.4428, A 101.7714 MHz
  B(3/2) +18.7972 MHz; E(3/2)-E(1/2) +4500000 MHz
  First-order levels of J=3/2, relative to the J level:
    F=0: -358.1462 MHz
    F=1: -275.1720 MHz
    F=2: -90.4264 MHz
    F=3: +233.6849 MHz
p^5: equivalent factors (no unit)
  dipolar -0.4000, quadrupole +0.4000, spin-orbit -1.0000
  p_z state: sum D_zz -0.8000, sum D_zz s_z +0.4000
  J=0.5: A_orb 254.4284, A_dip 254.4284, A 508.8569 MHz
  J=1.5: A_orb 127.2142, A_dip -25.4428, A 101.7714 MHz
  B(3/2) -18.7972 MHz; E(3/2)-E(1/2) -4500000 MHz
  First-order levels of J=3/2, relative to the J level:
    F=0: -405.1391 MHz
    F=1: -284.5706 MHz
    F=2: -62.2306 MHz
    F=3: +224.2863 MHz
Second-order magnetic shifts of J=3/2 (quadrupole off)
  F=1: coupling 71.1149 MHz; p^1 +0.001124, p^5 -0.001124 MHz
  F=2: coupling 95.4107 MHz; p^1 +0.002023, p^5 -0.002023 MHz
```
